# Concave thermal resistivity and thickness extrapolation for independent gray phonon modes

## Definitions and conventions

A slab of thickness $L$ lies between two walls at temperatures $T_h>T_c$. Heat flows across it with flux $q$, and its effective conductivity is $K=qL/(T_h-T_c)$. I use inverse thickness $x=1/L$ as the variable and plot the resistivity $\rho=1/K$ against it. The bulk values are $k_{\rm bulk}=K(x\to0)$, assumed finite, and $\rho_0=1/k_{\rm bulk}$.

Phonon mode $i$ has heat capacity per volume $C_i$, speed $v_i$, mean free path $\Lambda_i$ and bulk conductivity $k_i=C_iv_i\Lambda_i/3$. Temperature differences are small, so these are constants. The walls are black: they absorb every arriving phonon and emit at their own temperature.

A straight line fitted to $\rho$ at finite thicknesses has intercept $I$ at $x=0$ and slope $m$. The extrapolated conductivity is $k_{\rm ext}=1/I$. The question is on which side of $k_{\rm bulk}$ it falls.

## One mode

Drop the index. Inside the slab, take the nearly isotropic distribution of diffusion theory. With $\mu$ the cosine of the angle to the heat flow, the energy density per unit $\mu$ is $\tfrac12C(T-\Lambda\mu\,T')$. The flux crossing a plane in the forward direction is

$$q_+=\frac{Cv}{2}\int_0^1\mu\,(T-\Lambda\mu T')\,d\mu=\frac{CvT}{4}-\frac{Cv\Lambda T'}{6}=\frac{CvT}{4}+\frac q2,$$

because $q=-Cv\Lambda T'/3$. The backward flux is $q_-=CvT/4-q/2$, so that $q_+-q_-=q$.

At the hot wall the forward flux is the wall's emission, $CvT_h/4$. At the cold wall the backward flux is $CvT_c/4$. Hence

$$T_h-T(0)=\frac{2q}{Cv},\qquad T(L)-T_c=\frac{2q}{Cv}.$$

Adding these jumps to the interior drop $qL/k$ gives $T_h-T_c=qL/k+4q/(Cv)$. Division by $qL$, with $1/(Cv)=\Lambda/(3k)$, gives the gray slab interpolation

$$\frac1K=\frac1k+\frac{4}{CvL}=\frac{1+bx}{k},\qquad b=\frac{4\Lambda}{3}.$$

**Limits.** For $L\ll\Lambda$ the flux becomes $Cv(T_h-T_c)/4$, the difference of two unscattered wall emissions, as it should. For $L\gg\Lambda$ the bulk value returns. Between the limits the formula is approximate, since the distribution near a wall is not nearly isotropic. A numerical solution of the relaxation-time Boltzmann equation at nine thicknesses from $0.1\Lambda$ to $10\Lambda$ differs from it by at most 3.3 percent of the Boltzmann value; between those thicknesses the difference peaks at about 3.4 percent, a little below $L=\Lambda$. At $10\Lambda$ the coefficient of $\Lambda/L$ in $k/K$ is 1.42 instead of $4/3$.

In this formula the $\rho$ of one mode is a straight line in $x$, and extrapolation returns $k$ without error. The Boltzmann equation itself bends slightly downward even for one mode: slabs of thickness $\Lambda/2$ and $\Lambda$ extrapolate to $0.97k$, and slabs of $0.05\Lambda$ and $0.1\Lambda$ to $0.84k$. The results below concern the formula.

## Two modes

Now let two modes carry heat in parallel, each obeying its own gray formula. This is a modelling assumption: each mode has its own temperature profile and exchanges no energy with the other. Conductivities add:

$$K=\frac{k_1}{1+b_1x}+\frac{k_2}{1+b_2x},\qquad \rho=\frac{(1+b_1x)(1+b_2x)}{k+cx},$$

with $k=k_1+k_2$ and $c=k_1b_2+k_2b_1$. Dividing the quadratic numerator by $k+cx$ leaves a linear function plus $R/(k+cx)$, where $R$ is the numerator at the zero of the denominator, $x=-k/c$:

$$R=\frac{(c-b_1k)(c-b_2k)}{c^2}=\frac{k_1(b_2-b_1)\,k_2(b_1-b_2)}{c^2}=-\frac{k_1k_2(b_1-b_2)^2}{c^2}.$$

The linear part has no second derivative, and that of $1/(k+cx)$ is $2c^2/(k+cx)^3$. Therefore

$$\rho''=-\frac{2k_1k_2(b_1-b_2)^2}{(k+cx)^3}\le0 .$$

The plot bends downward. The bend vanishes if the two paths are equal or if one mode carries nothing, which are the two ways back to the gray case.

## Any number of modes

For $K=\sum_i k_i/(1+b_ix)$ with $k_i>0$ and $b_i>0$, define

$$g_i=\frac{k_i}{1+b_ix},\qquad s_i=\frac{b_i}{1+b_ix},\qquad p_i=\frac{g_i}{K}.$$

The $p_i$ are the fractions of the heat carried by each mode in the slab, and they sum to one. Write $\langle\cdot\rangle$ for the average with these weights. Differentiating term by term,

$$K'=-\sum_i g_is_i=-K\langle s\rangle,\qquad K''=2\sum_i g_is_i^2=2K\langle s^2\rangle .$$

Since $\rho'=-K'/K^2$,

$$\rho''=\frac{2K'^2}{K^3}-\frac{K''}{K^2}=\frac{2\langle s\rangle^2-2\langle s^2\rangle}{K}=-2\rho\,\mathrm{Var}(s)\le0 .$$

So $\rho$ is concave in inverse thickness. Because $s_i=1/(x+1/b_i)$ increases with $b_i$, the variance is zero only if all $b_i$ are equal. Within this model, curvature is a direct sign of a spread of mean free paths: as the slab gets thinner, the heat shifts towards modes with short paths, which suffer less from the walls.

**Check on two modes.** Then $\mathrm{Var}(s)=p_1p_2(s_1-s_2)^2$. With $D=(1+b_1x)(1+b_2x)$ we have $p_1p_2=k_1k_2/(DK^2)$ and $s_1-s_2=(b_1-b_2)/D$. Hence $\rho''=-2k_1k_2(b_1-b_2)^2/(DK)^3$, and $DK=k+cx$ restores the earlier result.

The proof needs only that each mode's resistivity be linear in $x$. Partly reflecting walls that merely enlarge $b_i$ leave it intact. A law that curves upward does not: a single mode with $\rho=\rho_0(1+b^2x^2)$ has a secant intercept $\rho_0(1-b^2x_1x_2)$, which is too low.

## From concavity to the intercept

**Two slabs.** Let $0<x_1<x_2$ and $t=x_1/x_2$. Since $x_1=(1-t)\cdot0+t\,x_2$, concavity says $\rho(x_1)\ge(1-t)\rho_0+t\rho(x_2)$. The line through the two points has

$$I=\frac{\rho(x_1)-t\rho(x_2)}{1-t}\ge\rho_0 ,$$

so $k_{\rm ext}\le k_{\rm bulk}$.

**Least squares.** Take several noise-free points with positive weights $w_j$ and at least two distinct thicknesses. Let $h(x)=I+mx-\rho(x)$, which is convex. Minimizing $\sum_jw_jh(x_j)^2$ over $I$ and $m$ gives

$$\sum_jw_jh(x_j)=0,\qquad \sum_jw_jx_jh(x_j)=0 .$$

If all $h(x_j)$ vanish, the line is a secant and the case is settled. Otherwise the first condition requires both signs. Suppose the sign changed just once, at $x=a$. Then all nonzero products $(x_j-a)h(x_j)$ would have one sign, but their weighted sum is zero by the two conditions. So there are at least two changes. A convex function cannot run $-,+,-$, which leaves $+,-,+$. Choose $x_a<x_b$ with $h(x_a)>0>h(x_b)$ and put $t=x_a/x_b$. Convexity gives

$$h(0)\ge\frac{h(x_a)-t\,h(x_b)}{1-t}>0 ,$$

and $h(0)=I-\rho_0$. Again $k_{\rm ext}\le k_{\rm bulk}$.

**Thinner slabs are worse.** Multiply both $x_1$ and $x_2$ by $\lambda$. The two-slab intercept is $I=[x_2\rho(\lambda x_1)-x_1\rho(\lambda x_2)]/(x_2-x_1)$, and

$$\frac{dI}{d\lambda}=\frac{x_1x_2\,[\rho'(\lambda x_1)-\rho'(\lambda x_2)]}{x_2-x_1}\ge0,$$

because $\rho'$ decreases. Multiplying all mean free paths by $\lambda$ at fixed $k_i$ has the same effect, since $b_i$ and $x$ enter as a product.

## How far below the bulk value?

Let $a_i=k_i/b_i=C_iv_i/4$, $A=\sum a_i$ and $B=\sum a_i/b_i$, both assumed finite. $A$ is the wall-to-wall conductance per area without scattering. Then $K=\sum a_i/(x+1/b_i)$. Since $1/y$ is convex, its average is at least its value at the average $y$:

$$K\ge\frac{A}{x+B/A}\quad\Longrightarrow\quad \rho\le\frac xA+\frac{B}{A^2}.$$

The Cauchy–Schwarz inequality gives $K^2\le A\sum a_i/(x+1/b_i)^2=-AK'$, so $\rho'=-K'/K^2\ge1/A$. Every secant slope is then at least $1/A$. So is the least-squares slope, which is an average of the secant slopes over pairs with weights $w_iw_j(x_i-x_j)^2$. The fitted line passes through the weighted means $\bar x,\bar\rho$, so

$$I=\bar\rho-m\bar x\le\frac{\bar x}{A}+\frac B{A^2}-\frac{\bar x}{A}=\frac{B}{A^2}.$$

Together,

$$\frac{A^2}{B}\le k_{\rm ext}\le k_{\rm bulk}.$$

With one mode both ends equal $k$. Both bounds also held, within rounding, in 2000 random trials with five modes, $b_i$ and $x_j$ each spread over two decades, two to six slabs, and random positive weights.

## A continuous spectrum

Take a Debye branch with total classical heat capacity $C$, speed $v$ and $u=\omega/\omega_D$ between 0 and 1. The heat capacity in $du$ is $3Cu^2du$. Let $\Lambda=\Lambda_m/u^2$, so $\Lambda_m$ is the shortest path. The bulk conductivity in $du$ is $\tfrac13(3Cu^2)v(\Lambda_m/u^2)du=Cv\Lambda_m\,du$, spread evenly over frequency, and $k_{\rm bulk}=Cv\Lambda_m$. With $\beta=4\Lambda_m/3$ and $b=\beta/L$,

$$\frac{K}{k_{\rm bulk}}=\int_0^1\frac{du}{1+b/u^2}=\int_0^1\Big(1-\frac{b}{u^2+b}\Big)du=1-\sqrt b\,\arctan\frac1{\sqrt b}.$$

Sums become integrals in the curvature formula for $x>0$, and continuity of $\rho$ extends concavity to $x=0$.

**Thick limit.** For small $b$, $\arctan(1/\sqrt b)=\pi/2-\sqrt b+O(b^{3/2})$, so $K/k_{\rm bulk}=1-\tfrac\pi2\sqrt b+b+O(b^2)$ and

$$\frac{\rho}{\rho_0}=1+\frac\pi2\sqrt b+\Big(\frac{\pi^2}{4}-1\Big)b+O(b^{3/2}).$$

The slope at $x=0$ is infinite, so no straight segment exists there. For slabs $L$ and $L/2$ the intercept is $I=2\rho(x)-\rho(2x)$. The terms linear in $b$ cancel, leaving

$$\frac{k_{\rm bulk}}{k_{\rm ext}}-1\simeq\frac\pi2(2-\sqrt2)\sqrt{\frac\beta L}.$$

In this limit, halving the error takes slabs four times thicker.

**Thin limit.** Here $A=k_{\rm bulk}\int u^2du/\beta=k_{\rm bulk}/(3\beta)$ and $B=k_{\rm bulk}\int u^4du/\beta^2=k_{\rm bulk}/(5\beta^2)$. The floor is $A^2/B=\tfrac59k_{\rm bulk}$. Within the gray formula it is approached by very thin slabs, since $K=A/x-B/x^2+\dots$ inverts to $\rho=x/A+B/A^2+O(1/x)$. It is not a floor for the Boltzmann equation: with independent modes, slabs of thickness $0.2\Lambda_m$ and $0.4\Lambda_m$ extrapolate to about $0.52k_{\rm bulk}$.

## Numbers in the regime of silicon

Rough values for silicon at 300 K are 25 primitive cells per nm³, $v=6000$ m/s and $\Lambda_m=25$ nm. Three acoustic modes per cell give $C=3nk_B=1.04$ MJ/(m³ K). Then $k_{\rm bulk}=1.0355\times10^6\times6000\times25\times10^{-9}=155$ W/(m K), $\rho_0=6.438$ mm K/W and $\beta=33.3$ nm.

| $L$ (nm) | $K$ (W/(m K)) | $\rho$ (mm K/W) |
|---|---|---|
| 50 | 42.95 | 23.283 |
| 100 | 61.41 | 16.283 |
| 200 | 80.30 | 12.454 |
| 400 | 97.49 | 10.257 |

The two thickest slabs give $I=2(10.257)-12.454=8.060$ mm K/W, so $k_{\rm ext}=124$ W/(m K), or 0.80 of bulk. An equal-weight line through all four has intercept 8.653 mm K/W and gives 116 W/(m K), or 0.74 of bulk. Its $R^2$ is 0.998: a nearly perfect straight line misses the bulk value by 26 percent. Its slope is 0.738 mm K µm/W, and line minus data, from 50 to 400 nm, is $+0.12,-0.25,-0.11,+0.24$ mm K/W, the sign pattern used in the proof.

For an error of 5 percent of $k_{\rm bulk}$ from the pair $L/2,L$, the thick-slab law requires $0.920\sqrt{\beta/L}=0.0526$, or $L\approx10.2$ µm. The full formula gives 10.1 µm.

**Noise.** The intercept is linear in the data with weights of both signs, so errors can undo the inequality. For the pair, a relative error $\varepsilon$ in each resistivity, with the worst signs, lowers $I$ by $\varepsilon(2\times10.257+12.454)=32.97\,\varepsilon$ mm K/W. The bias is $8.060-6.438=1.622$ mm K/W, so $\varepsilon=4.9$ percent cancels it. For the four-slab line the threshold is 9.7 percent. Above these values an overestimate is possible.

**What the model omits.** In a real crystal, scattering ties the modes to one another. Solving the relaxation-time Boltzmann equation with one local temperature shared by all modes changes the four conductivities by between $-2.6$ and $+0.3$ percent. This is the net result of two corrections of opposite sign: the gray formula slightly overestimates what each independent mode carries, while the exchange of energy between modes raises the total. The extrapolated ratios become 0.75 (four slabs) and 0.81 (pair). The underestimate survives in this example; the concavity proof does not cover that equation.

The other changes keep independent modes, and each ratio refers to its own bulk value. Quantum heat capacity, with a Debye temperature of 522 K, lowers the bulk value to 143 W/(m K) and gives ratios 0.73 and 0.79. A sine-shaped branch that flattens at the zone edge, with the lifetime law $\tau\propto\omega^{-2}$ held fixed, has a larger effect: 88 W/(m K) in bulk, and ratios 0.61 and 0.69. Modes with wavelengths above 50 nm, for which a particle picture of the thinnest slab is doubtful, carry 1.1 percent of the bulk heat. Paths above 1 mm, where the $u^{-2}$ law would meet the edges of a real sample, carry 0.5 percent.

**Beside real silicon.** The model's bulk value is close to the rough measured size, 150 W/(m K), because $\Lambda_m$ was chosen to make it so. Its path distribution is less realistic. Half its heat is carried by $u<1/2$, that is, by paths above $4\Lambda_m=100$ nm, whereas calculations for real silicon generally give longer paths a larger share. As an illustration, stretching all paths fourfold at fixed $k_i$ is equivalent to using slabs four times thinner. The 200 and 400 nm pair then behaves like the 50 and 100 nm pair above: $I=2(16.283)-23.283=9.283$ mm K/W, and the ratio falls from 0.80 to $6.438/9.283=0.69$. Optical branches, momentum-conserving scattering and partly reflecting walls are not sized here. For clean data and independent modes that follow the gray formula, the extrapolated value is a lower bound on the bulk conductivity, however straight the plot looks. The numerical output follows.

## Computed results

```
Gray formula, largest deviation from Boltzmann: 3.33 %
  (thickness/mfp from 0.1 to 10)
Gray thick-slab slip coefficient, Boltzmann: 1.4192
Gray slip coefficient, interpolation: 1.3333
Random spectra that obeyed both bounds: 2000
Primitive cell density: 25 nm^-3
Sound speed: 6000 m/s
Shortest mean free path: 25 nm
Temperature: 300 K
Classical heat capacity: 1.0355 MJ/(m^3 K)
Length beta = 4/3 shortest mfp: 33.33 nm
Bulk conductivity: 155.32 W/(m K)
Bulk resistivity: 6.438 mm K/W
Slab 50 nm: K = 42.95 W/(m K), K/bulk = 0.2765, rho = 23.283 mm K/W
  shared-temperature Boltzmann: K = 41.85 W/(m K), change -2.55 %
Slab 100 nm: K = 61.41 W/(m K), K/bulk = 0.3954, rho = 16.283 mm K/W
  shared-temperature Boltzmann: K = 60.37 W/(m K), change -1.71 %
Slab 200 nm: K = 80.30 W/(m K), K/bulk = 0.5170, rho = 12.454 mm K/W
  shared-temperature Boltzmann: K = 79.79 W/(m K), change -0.63 %
Slab 400 nm: K = 97.49 W/(m K), K/bulk = 0.6277, rho = 10.257 mm K/W
  shared-temperature Boltzmann: K = 97.80 W/(m K), change +0.32 %
Four-slab line, R squared: 0.99847
Four-slab intercept: 8.653 mm K/W
Four-slab k_ext: 115.56 W/(m K), ratio 0.7440
Two-thickest intercept: 8.060 mm K/W
Two-thickest k_ext: 124.06 W/(m K), ratio 0.7987
Critical relative noise, four slabs: 9.70 %
Critical relative noise, two thickest: 4.92 %
Lowest possible k_ext/k_bulk: 0.5556
Lowest possible k_ext: 86.29 W/(m K)
Thickness L for 5 % error from L/2 and L: 10.14 um
k_ext/k_bulk with neglected effects (four slabs, two thickest):
  shared temperature: 0.7533, 0.8132
  quantum heat capacity: 0.7282, 0.7854
  bent branch: 0.6070, 0.6861
Debye temperature of the branch: 522.3 K
Bulk conductivity, quantum heat capacity: 143.34 W/(m K)
Bulk conductivity, bent branch: 87.58 W/(m K)
Bulk heat share, wavelength > 50 nm: 1.10 %
Bulk heat share, mean free path > 1 mm: 0.50 %
```
